# Maxwell–Calladine count at each wavevector and zero-mode lines of kagome: a program that tests the result

```python
# Result under test: for an unstressed periodic central-force network,
#   N0(q) - Ns(q) = d*n - nb   at every wavevector q,
# N0 = number of zero-frequency modes, Ns = number of self-stress states,
# d = dimension, n = sites per cell, nb = bonds per cell.
# Straight kagome lattice: N0(q) = number of i with sin(q.a_i/2) = 0,
# where a_1, a_2, a_3 (sum zero) are the lattice vectors along the filaments.
# Units: spring constant k = 1, mass m = 1, bond length l = 1.
import numpy as np

rng = np.random.default_rng(7)
root3 = np.sqrt(3.0)
E = np.array([[1, 0], [-0.5, root3 / 2], [-0.5, -root3 / 2]])


class Network:
    """Bonds are (site s in cell 0, site t, integer cell vector of t)."""

    def __init__(self, vectors, basis, bonds):
        self.vectors = np.array(vectors, float)
        self.basis = np.array(basis, float)
        self.reciprocal = 2 * np.pi * np.linalg.inv(self.vectors).T
        self.n, self.d = self.basis.shape
        self.bonds = []
        for s, t, cell in bonds:
            shift = np.array(cell) @ self.vectors
            bond = self.basis[t] + shift - self.basis[s]
            self.bonds.append((s, t, shift, bond / np.linalg.norm(bond)))
        self.nb = len(bonds)

    def dynamical(self, q, k=None, m=None):
        """Mass-weighted matrix summed from pair force constants."""
        k = np.ones(self.nb) if k is None else k
        m = np.ones(self.n) if m is None else m
        D = np.zeros((self.n, self.d, self.n, self.d), complex)
        for (s, t, shift, e), kb in zip(self.bonds, k):
            block = kb * np.outer(e, e)
            phase = np.exp(1j * q @ shift)
            D[s, :, s, :] += block / m[s]
            D[t, :, t, :] += block / m[t]
            D[s, :, t, :] -= block * phase / np.sqrt(m[s] * m[t])
            D[t, :, s, :] -= block * phase.conj() / np.sqrt(m[s] * m[t])
        return D.reshape(self.n * self.d, -1)

    def force_balance(self, q):
        """Net force on the sites of one cell from Bloch-periodic tensions."""
        F = np.zeros((self.n, self.d, self.nb), complex)
        for b, (s, t, shift, e) in enumerate(self.bonds):
            F[s, :, b] += e
            F[t, :, b] -= e * np.exp(-1j * q @ shift)
        return F.reshape(self.n * self.d, self.nb)

    def counts(self, q, k=None, m=None):
        zero = int(np.sum(np.linalg.eigvalsh(self.dynamical(q, k, m)) < 1e-10))
        stress = self.nb - np.linalg.matrix_rank(self.force_balance(q), tol=1e-8)
        return zero, int(stress)


def frequencies(net, q):
    return np.sqrt(np.abs(np.linalg.eigvalsh(net.dynamical(q))))


kagome_bonds = [(0, 1, (0, 0)), (1, 2, (0, 0)), (2, 0, (0, 0)),
                (1, 0, (1, 0)), (2, 1, (0, 1)), (0, 2, (-1, -1))]
tri_vectors = 2 * E[:2]
kagome_sites = np.array([[0, 0], E[0], E[0] + E[1]])
kagome = Network(tri_vectors, kagome_sites, kagome_bonds)
twist = np.radians(15.0)
rotation = np.array([[np.cos(twist), -np.sin(twist)],
                     [np.sin(twist), np.cos(twist)]])
twisted_sites = (kagome_sites - kagome_sites.mean(axis=0)) @ rotation.T / np.cos(twist)
twisted = Network(tri_vectors, twisted_sites, kagome_bonds)
fcc_vectors = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
corner = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])
pyro_bonds = []
for s in range(4):
    for t in range(s + 1, 4):
        pyro_bonds += [(s, t, (0, 0, 0)), (t, s, tuple(corner[t] - corner[s]))]
networks = {
    "honeycomb": Network(tri_vectors, [[0, 0], (2 * tri_vectors[0] + tri_vectors[1]) / 3],
                         [(0, 1, (0, 0)), (0, 1, (-1, 0)), (0, 1, (-1, -1))]),
    "triangular": Network(tri_vectors, [[0, 0]],
                          [(0, 0, (1, 0)), (0, 0, (0, 1)), (0, 0, (-1, -1))]),
    "kagome": kagome,
    "twisted kagome": twisted,
    "simple cubic": Network(np.eye(3), [[0, 0, 0]],
                            [(0, 0, tuple(c)) for c in corner[1:]]),
    "fcc": Network(fcc_vectors, [[0, 0, 0]],
                   [(0, 0, c) for c in [(1, 0, 0), (0, 1, 0), (0, 0, 1),
                                        (1, -1, 0), (0, 1, -1), (1, 0, -1)]]),
    "pyrochlore": Network(fcc_vectors, corner @ fcc_vectors / 2, pyro_bonds),
}

# General count, with unequal springs and masses
print("Counts (N0,Ns) at q = 0, b1/2, and a generic q; unequal k and m")
for name, net in networks.items():
    k = rng.uniform(0.5, 2.0, net.nb)
    m = rng.uniform(0.5, 2.0, net.n)
    fractions = [np.zeros(net.d), 0.5 * np.eye(net.d)[0],
                 np.array([0.23, 0.37, 0.11])[:net.d], 0.3 * np.eye(net.d)[0]]
    found = []
    for f in fractions:
        pair = net.counts(f @ net.reciprocal, k, m)
        assert pair[0] - pair[1] == net.d * net.n - net.nb
        assert pair == net.counts(f @ net.reciprocal)
        found.append(pair)
    print(f"{name:15s} dn={net.d*net.n:2d} nb={net.nb:2d} dn-nb={net.d*net.n-net.nb:2d}",
          *found[:3])

# Determinant formula with unequal springs and masses
for _ in range(10):
    q = rng.uniform(-3, 3, 2)
    k, m = rng.uniform(0.5, 2, 6), rng.uniform(0.5, 2, 3)
    direct = np.linalg.det(kagome.dynamical(q, k, m)).real
    formula = 27 * np.prod(np.sin(E @ q)**2) * np.prod(k) / np.prod(m)**2
    assert np.isclose(direct, formula, rtol=1e-7, atol=1e-11)

# Spectra at chosen points; the line perpendicular to a_1 runs from Gamma to M
M_point = np.array([0, np.pi / root3])
K_point = np.array([2 * np.pi / 3, 0])
points = {"Gamma": 0 * M_point, "Gamma-M/2": M_point / 2, "M": M_point, "K": K_point}
print(f"M = (0, {M_point[1]:.5f}) 1/l ; K = ({K_point[0]:.5f}, 0) 1/l")
print("Kagome frequencies in sqrt(k/m)")
for (name, q), expected in zip(points.items(), (3, 1, 1, 0)):
    assert kagome.counts(q) == (expected, expected)
    w = frequencies(kagome, q)
    w[w < 1e-6] = 0.0
    print(f"{name:10s} N0=Ns={expected}  w:", " ".join(f"{x:.4f}" for x in w))
print(f"det D at K = {np.linalg.det(kagome.dynamical(K_point)).real:.5f} (k/m)^6")

# Shape of the zero mode on the line
vector = np.linalg.eigh(kagome.dynamical(M_point / 2))[1][:, 0]
vector = vector / vector[0]
assert np.allclose(vector, [1, -1 / root3, 1, 1 / root3, 0, 0], atol=1e-6)
print("Zero mode at Gamma-M/2 (Ax Ay Bx By Cx Cy):",
      " ".join(f"{x + 0.0:.4f}" for x in np.round(vector.real, 8)))

# Linear rise beside the line, at several places along it
offset = 1e-4
print(f"Slope w/|dq| in l*sqrt(k/m), dq = {offset:.0e} 1/l; "
      f"formula {root3/2:.5f}")
for part in (0.3, 0.5, 1.0):
    slope = frequencies(kagome, part * M_point + np.array([offset, 0]))[0] / offset
    assert abs(slope - root3 / 2) < 1e-3
    print(f"  at {part:.1f} of Gamma-M: {slope:.5f}")

# Twisting bends the filaments and removes the lines
for part in (0.2, 0.5, 1.0):
    assert twisted.counts(part * M_point) == (0, 0)
print(f"Twist {np.degrees(twist):.0f} deg: lowest w at Gamma-M/2 = "
      f"{frequencies(twisted, M_point / 2)[0]:.4f} sqrt(k/m)")


# Finite periodic lattices, from the full nonlinear spring energy
def build(L):
    start, end, reference, label = [], [], [], []
    for i in range(L):
        for j in range(L):
            for b, (s, t, R) in enumerate(kagome_bonds):
                start.append((i * L + j) * 3 + s)
                end.append((((i + R[0]) % L) * L + (j + R[1]) % L) * 3 + t)
                reference.append(E[b % 3])
                label.append((j, i, (i - j) % L)[b % 3] + L * (b % 3))
    return tuple(np.array(x) for x in (start, end, reference, label))


def hessian(L, lattice, rest=1.0, step=1e-4):
    start, end, reference, _ = lattice
    size = 6 * L * L

    def gradient(flat):
        u = flat.reshape(-1, 2)
        bond = reference + u[end] - u[start]
        length = np.linalg.norm(bond, axis=1)
        pull = ((length - rest) / length)[:, None] * bond
        g = np.zeros_like(u)
        np.add.at(g, end, pull)
        np.add.at(g, start, -pull)
        return g.ravel()

    assert np.max(np.abs(gradient(np.zeros(size)))) < 1e-12
    H = np.zeros((size, size))
    for c in range(size):
        u = np.zeros(size)
        u[c] = step
        H[:, c] = (gradient(u) - gradient(-u)) / (2 * step)
    return (H + H.T) / 2


print("Finite L x L kagome lattices: dN, bonds, zero modes, self-stresses")
directions_at_site = {0: (0, 2), 1: (0, 1), 2: (1, 2)}
for L in (4, 5, 6):
    lattice = build(L)
    start, end, reference, label = lattice
    H = hessian(L, lattice)
    zero = int(np.sum(np.abs(np.linalg.eigvalsh(H)) < 1e-5))
    balance = np.zeros((3 * L * L, 2, len(start)))
    for b in range(len(start)):
        balance[start[b], :, b] += reference[b]
        balance[end[b], :, b] -= reference[b]
    balance = balance.reshape(6 * L * L, -1)
    stress = len(start) - np.linalg.matrix_rank(balance, tol=1e-8)
    assert zero == stress == 3 * L
    # One localized zero mode and one uniform tension for every filament
    modes, tensions = [], []
    for f in range(3 * L):
        u = np.zeros((3 * L * L, 2))
        for site in set(start[label == f]):
            pair = directions_at_site[site % 3]
            other = pair[0] if pair[1] == f // L else pair[1]
            u[site] = np.linalg.solve(E[[f // L, other]], [1, 0])
        modes.append(u.ravel())
        tensions.append((label == f).astype(float))
    modes, tensions = np.array(modes), np.array(tensions)
    assert np.max(np.abs(H @ modes.T)) < 1e-5
    assert np.max(np.abs(balance @ tensions.T)) < 1e-12
    assert np.linalg.matrix_rank(modes) == np.linalg.matrix_rank(tensions) == 3 * L
    # Resolve the same Hessian by wavevector
    row = H.reshape(L, L, 6, L, L, 6)[0, 0]
    I, J = np.meshgrid(range(L), range(L), indexing="ij")
    total = 0
    for m1 in range(L):
        for m2 in range(L):
            phase = np.exp(2j * np.pi * (m1 * I + m2 * J) / L)
            D = np.einsum("aijb,ij->ab", row, phase)
            q = np.array([m1, m2]) / L @ kagome.reciprocal
            assert np.allclose(D, kagome.dynamical(q), atol=1e-6)
            here = int(np.sum(np.abs(np.linalg.eigvalsh(D)) < 1e-5))
            assert here == (m1 == 0) + (m2 == 0) + ((m1 + m2) % L == 0)
            total += here
    assert total == zero
    print(f"L={L}: {6*L*L:3d} {len(start):3d} {zero:2d} {stress:2d}")

# Size of the second-order stretching by a filament mode (last lattice, L = 6)
amplitude = 1e-3
u = amplitude * modes[0].reshape(-1, 2)
stretch = np.linalg.norm(reference + u[end] - u[start], axis=1) - 1
affected = np.abs(stretch) > 1e-9
assert np.allclose(stretch[affected] / amplitude**2, 2 / 3, atol=5e-3)
assert affected.sum() == 6 * L
print(f"Filament mode, amplitude {amplitude:.0e} l: {affected.sum()} bonds stretched,")
print(f"  mean stretch/amplitude^2 = {stretch[affected].mean()/amplitude**2:.4f} 1/l")

# Prestress: the unstressed condition is needed
tense = np.linalg.eigvalsh(hessian(L, lattice, rest=0.95))
pressed = np.linalg.eigvalsh(hessian(L, lattice, rest=1.05))
tense_zero = int(np.sum(np.abs(tense) < 1e-5))
assert tense_zero == 2 and tense[0] > -1e-5
assert pressed[0] < -1e-3
print(f"Natural length 0.95 l, L={L}: zero modes {tense_zero}, "
      f"lowest other w^2 = {tense[2]:.5f} k/m")
print(f"Natural length 1.05 l, L={L}: lowest w^2 = {pressed[0]:.5f} k/m")
print("no test failed")
```

Output:

```
Counts (N0,Ns) at q = 0, b1/2, and a generic q; unequal k and m
honeycomb       dn= 4 nb= 3 dn-nb= 1 (2, 1) (1, 0) (1, 0)
triangular      dn= 2 nb= 3 dn-nb=-1 (2, 3) (0, 1) (0, 1)
kagome          dn= 6 nb= 6 dn-nb= 0 (3, 3) (1, 1) (0, 0)
twisted kagome  dn= 6 nb= 6 dn-nb= 0 (2, 2) (0, 0) (0, 0)
simple cubic    dn= 3 nb= 3 dn-nb= 0 (3, 3) (2, 2) (0, 0)
fcc             dn= 3 nb= 6 dn-nb=-3 (3, 6) (0, 3) (0, 3)
pyrochlore      dn=12 nb=12 dn-nb= 0 (6, 6) (3, 3) (0, 0)
M = (0, 1.81380) 1/l ; K = (2.09440, 0) 1/l
Kagome frequencies in sqrt(k/m)
Gamma      N0=Ns=3  w: 0.0000 0.0000 0.0000 1.7321 1.7321 2.4495
Gamma-M/2  N0=Ns=1  w: 0.0000 0.6180 0.7420 1.6180 1.7321 2.3344
M          N0=Ns=1  w: 0.0000 1.0000 1.1260 1.4142 1.7321 2.1753
K          N0=Ns=0  w: 0.7569 0.7569 1.2247 1.2247 1.9817 1.9817
det D at K = 11.39063 (k/m)^6
Zero mode at Gamma-M/2 (Ax Ay Bx By Cx Cy): 1.0000 -0.5774 1.0000 0.5774 0.0000 0.0000
Slope w/|dq| in l*sqrt(k/m), dq = 1e-04 1/l; formula 0.86603
  at 0.3 of Gamma-M: 0.86603
  at 0.5 of Gamma-M: 0.86603
  at 1.0 of Gamma-M: 0.86603
Twist 15 deg: lowest w at Gamma-M/2 = 0.2316 sqrt(k/m)
Finite L x L kagome lattices: dN, bonds, zero modes, self-stresses
L=4:  96  96 12 12
L=5: 150 150 15 15
L=6: 216 216 18 18
Filament mode, amplitude 1e-03 l: 36 bonds stretched,
  mean stretch/amplitude^2 = 0.6667 1/l
Natural length 0.95 l, L=6: zero modes 2, lowest other w^2 = 0.07594 k/m
Natural length 1.05 l, L=6: lowest w^2 = -0.30000 k/m
no test failed
```
